# The Krieger-Li-Iafrate Exchange Potential from a Common Energy Denominator: test program

```python
"""
Krieger-Li-Iafrate (KLI) exchange potential, tested on the beryllium atom.

Result under test, for real occupied orbitals phi_i of one spin:
    v_x = v_S + sum_i w_i phi_i^2 / n,     w_i = <i| v_x - K |i>,  w_HOMO = 0
    v_S = sum_i phi_i (K phi_i) / n        (Slater potential)
    n   = sum_i phi_i^2                    (density of one spin)
    K   = nonlocal exchange operator built from the occupied orbitals
CEDA denotes the potential that also keeps the terms <i| v_x - K |j>, i != j.
Hartree atomic units. Only s orbitals occur, so all functions are radial.
An orbital is a vector of mesh coefficients with unit Euclidean norm;
local potentials are diagonal on the mesh.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from scipy.special import eval_legendre, roots_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CHARGE = 4.0
R_MAX = 25.0
ORDER = 60
SCALE = 2.0

# Gauss-Lobatto spectral mesh mapped from [-1, 1] to [0, R_MAX]
x = np.concatenate(([-1.0], np.sort(roots_jacobi(ORDER - 1, 1, 1)[0]), [1.0]))
leg = eval_legendre(ORDER, x)
weight = 2.0 / (ORDER * (ORDER + 1) * leg**2)
gap_x = x[:, None] - x[None, :]
np.fill_diagonal(gap_x, 1.0)
deriv = leg[:, None] / (leg[None, :] * gap_x)
np.fill_diagonal(deriv, 0.0)
np.fill_diagonal(deriv, -deriv.sum(axis=1))
shift = 2.0 * SCALE / R_MAX
r_full = SCALE * (1 + x) / (1 - x + shift)
jac = SCALE * (2 + shift) / (1 - x + shift) ** 2
stiff = (deriv.T @ ((weight / jac)[:, None] * deriv))[1:-1, 1:-1]
mass = (weight * jac)[1:-1]
r = r_full[1:-1]
kinetic = 0.5 * stiff / np.sqrt(np.outer(mass, mass))
kinetic = 0.5 * (kinetic + kinetic.T)
# Coulomb kernel 1/max(r, r') from the radial Poisson equation
coulomb = 1.0 / R_MAX + np.linalg.inv(stiff) / np.outer(r, r)
coulomb = 0.5 * (coulomb + coulomb.T)
v_nuc = -CHARGE / r


def orbitals(v):
    return np.linalg.eigh(kinetic + np.diag(v))


def exchange(occ):
    return -(occ @ occ.T) * coulomb


def hartree(occ):
    return coulomb @ (2 * np.sum(occ**2, axis=1))


def energy(occ):
    """Hartree-Fock energy expression for doubly occupied orbitals."""
    dens = 2 * np.sum(occ**2, axis=1)
    one_body = 2 * np.sum(occ * ((kinetic + np.diag(v_nuc)) @ occ))
    return (one_body + 0.5 * dens @ coulomb @ dens
            + np.sum(occ * (exchange(occ) @ occ)))


PAIRS = {"slater": [], "kli": [(0, 0)], "ceda": [(0, 0), (0, 1)]}


def local_exchange(occ, kind):
    """Return v_x, the constants solved for, and the Slater potential."""
    dens = np.sum(occ**2, axis=1)
    k_occ = exchange(occ) @ occ
    slater = np.sum(occ * k_occ, axis=1) / dens
    pairs = PAIRS[kind]
    if not pairs:
        return slater, np.array([]), slater
    prod = np.array([occ[:, i] * occ[:, j] for i, j in pairs])
    mult = np.array([1.0 if i == j else 2.0 for i, j in pairs])
    shape = mult[:, None] * prod / dens
    rhs = prod @ slater - np.array([occ[:, i] @ k_occ[:, j] for i, j in pairs])
    const = np.linalg.solve(np.eye(len(pairs)) - prod @ shape.T, rhs)
    return slater + const @ shape, const, slater


def self_consistent(kind, occ):
    v = v_nuc + hartree(occ) + local_exchange(occ, kind)[0]
    for _ in range(150):
        eps, orb = orbitals(v)
        occ = orb[:, :2]
        new = v_nuc + hartree(occ) + local_exchange(occ, kind)[0]
        change = np.sqrt(np.sum(np.sum(occ**2, axis=1) * (new - v) ** 2))
        v = v + 0.5 * (new - v)
    assert change < 1e-6, (kind, change)
    eps, orb = orbitals(v)
    return eps, orb, v


def energy_and_slope(v):
    """Energy of the orbitals of v and its derivative with respect to v."""
    eps, orb = orbitals(v)
    occ, vir = orb[:, :2], orb[:, 2:]
    v_x_part = v - v_nuc - hartree(occ)
    coupling = vir.T @ (exchange(occ) @ occ - v_x_part[:, None] * occ)
    coupling = coupling / (eps[None, :2] - eps[2:, None])
    return energy(occ), 4 * np.sum(occ * (vir @ coupling), axis=1)


# Mesh checks against hydrogenic results for nuclear charge 4
e_ion, c_ion = orbitals(v_nuc)
d_ion = c_ion[:, 0] ** 2
assert abs(e_ion[0] + CHARGE**2 / 2) < 1e-6
assert abs(d_ion @ coulomb @ d_ion - 5 * CHARGE / 8) < 1e-6

# Hartree-Fock reference
fock = kinetic + np.diag(v_nuc)
for _ in range(150):
    eps_hf, orb_hf = np.linalg.eigh(fock)
    occ_hf = orb_hf[:, :2]
    target = kinetic + np.diag(v_nuc + hartree(occ_hf)) + exchange(occ_hf)
    fock = fock + 0.5 * (target - fock)
e_hf = energy(occ_hf)
t_hf = 2 * np.sum(occ_hf * (kinetic @ occ_hf))
assert abs(e_hf + t_hf) < 1e-5  # virial relation

eps_s, orb_s, v_s_tot = self_consistent("slater", occ_hf)
eps, orb, v_tot = self_consistent("kli", occ_hf)
eps_c, orb_c, v_c_tot = self_consistent("ceda", occ_hf)
e_slater, e_kli, e_ceda = (energy(o[:, :2]) for o in (orb_s, orb, orb_c))

# Derivative of the energy with respect to the potential, by differences
probe = np.exp(-r)
slope = energy_and_slope(v_s_tot)[1] @ probe
h = 0.01
e_at = {m: energy(orbitals(v_s_tot + m * h * probe)[1][:, :2])
        for m in (-2, -1, 1, 2)}
slope_fd = (8 * (e_at[1] - e_at[-1]) - (e_at[2] - e_at[-2])) / (12 * h)
assert abs(slope) > 1e-4
assert abs(slope_fd - slope) < 1e-3 * abs(slope)

# Explicit orbital sums with a constant denominator
occ = orb[:, :2]
dens = np.sum(occ**2, axis=1)
k_mat = exchange(occ)
v_kli, w_kli, v_slater = local_exchange(occ, "kli")
v_ceda, w_ceda, _ = local_exchange(occ, "ceda")


def orbital_sum(v_x, partners):
    """Sum of phi_i phi_p <p|v_x-K|i> over virtual p, or over all p != i."""
    elem = orb.T @ (v_x[:, None] * occ - k_mat @ occ)
    if partners == "virtual":
        elem[:2, :] = 0.0
    else:
        elem[0, 0] = elem[1, 1] = 0.0
    return np.sum(occ * (orb @ elem), axis=1)


w_matrix = occ.T @ (v_kli[:, None] * occ - k_mat @ occ)
omitted = 2 * occ[:, 0] * occ[:, 1] * w_matrix[0, 1]
size = np.linalg.norm(omitted)
assert size > 1e-5
assert np.linalg.norm(orbital_sum(v_ceda, "virtual")) < 1e-4 * size
assert np.linalg.norm(orbital_sum(v_kli, "all others")) < 1e-4 * size
assert np.linalg.norm(orbital_sum(v_kli, "virtual") + omitted) < 1e-4 * size

# The 2s equation was not used in the solution but must hold
assert abs(w_matrix[1, 1]) < 1e-8
assert abs(w_matrix[0, 0] - w_kli[0]) < 1e-8

# Tail of the potential
far = np.argmin(abs(r - 12.0))
assert abs(r[far] * v_kli[far] + 1) < 1e-3

# Rotation among occupied orbitals, potentials compared up to a constant
angle = 0.3
turn = np.array([[np.cos(angle), -np.sin(angle)],
                 [np.sin(angle), np.cos(angle)]])


def rotation_change(kind):
    d = local_exchange(occ @ turn, kind)[0] - local_exchange(occ, kind)[0]
    d = d - dens @ d / dens.sum()
    return np.sqrt(dens @ d**2 / dens.sum())


rot_kli, rot_ceda = rotation_change("kli"), rotation_change("ceda")
assert rot_ceda < 1e-7 and rot_kli > 1e-3

# Direct minimization over local potentials: KLI plus smooth corrections
centres = np.geomspace(0.05, 8.0, 9)
bumps = np.exp(-(np.log(r[:, None] / centres) / 0.6) ** 2)


def objective(coef):
    value, grad = energy_and_slope(v_tot + bumps @ coef)
    return 1e4 * (value - e_kli), 1e4 * (bumps.T @ grad)


best = minimize(objective, np.zeros(len(centres)), jac=True, method="BFGS",
                options={"maxiter": 300})
e_oep = energy(orbitals(v_tot + bumps @ best.x)[1][:, :2])
assert e_hf < e_oep < e_kli < e_slater
assert e_hf < e_ceda

# Worked numbers
overlap = (occ**2).T @ (occ**2 / dens[:, None])
assert np.allclose(overlap.sum(axis=1), 1.0, atol=1e-10)
slater_mean = (occ**2).T @ v_slater
k_mean = np.sum(occ * (k_mat @ occ), axis=0)
assert abs(np.sum(slater_mean - k_mean)) < 1e-9

print("Beryllium atom, exchange only; energies in hartree, lengths in bohr")
print(f"nuclear charge {CHARGE:.0f}, mesh radius {R_MAX:.0f} bohr, "
      f"{len(r)} interior mesh points")
print("Integrals with self-consistent KLI orbitals:")
for i, name in enumerate(("1s", "2s")):
    print(f"  <{name}|v_S|{name}> = {slater_mean[i]:.6f} hartree")
    print(f"  <{name}|K|{name}>   = {k_mean[i]:.6f} hartree")
print(f"  M_11 = {overlap[0, 0]:.6f}, M_12 = {overlap[0, 1]:.6f}, "
      f"M_22 = {overlap[1, 1]:.6f} (no unit)")
print(f"KLI constant w_1s = {w_kli[0]:.6f} hartree "
      f"= {w_kli[0] * HARTREE_EV:.4f} eV")
print(f"2s constant recomputed from its definition = "
      f"{abs(w_matrix[1, 1]):.1e} hartree (magnitude)")
print(f"omitted element <1s|v_x-K|2s> = {w_matrix[0, 1]:.6f} hartree "
      "(sign depends on orbital phases)")
print(f"CEDA constants, same orbitals: 11: {w_ceda[0]:.6f}, "
      f"12: {w_ceda[1]:.6f} hartree")
print("r (bohr) | v_S (hartree) | 1s share of n | step (hartree) | v_x KLI")
for radius in (0.1, 0.5, 1.0, 1.5, 2.0, 4.0, 8.0):
    k = np.argmin(abs(r - radius))
    share = occ[k, 0] ** 2 / dens[k]
    print(f"  {r[k]:7.4f}  {v_slater[k]:9.5f}  {share:9.6f}  "
          f"{w_kli[0] * share:9.6f}  {v_kli[k]:9.5f}")
print(f"r*v_x at r = {r[far]:.3f} bohr: {r[far] * v_kli[far]:.6f} hartree bohr")
print("Orbital energies (hartree):")
for name, e in (("Hartree-Fock", eps_hf), ("Slater", eps_s),
                ("KLI", eps), ("CEDA", eps_c)):
    print(f"  {name:13s} 1s {e[0]:.5f}   2s {e[1]:.5f}")
print(f"gap from 2s to lowest virtual s level on the mesh: "
      f"{eps[2] - eps[1]:.2f} hartree")
print(f"gap from 1s to the same level: {eps[2] - eps[0]:.2f} hartree")
print("Total energies (hartree) and excess over Hartree-Fock (millihartree):")
for name, e in (("Hartree-Fock", e_hf), ("OEP bound", e_oep),
                ("CEDA", e_ceda), ("KLI", e_kli), ("Slater", e_slater)):
    print(f"  {name:13s} {e:.6f}   {1000 * (e - e_hf):.3f}")
print(f"KLI minus OEP bound: {1000 * (e_kli - e_oep):.4f} millihartree "
      f"= {1000 * (e_kli - e_oep) * HARTREE_EV:.3f} meV")
print(f"energy slope along exp(-r) at the Slater potential: formula "
      f"{slope:.7f}, differences {slope_fd:.7f} (no unit)")
print(f"rms change of v_x on rotating orbitals by {angle} rad: "
      f"KLI {rot_kli:.5f}, CEDA {rot_ceda:.1e} hartree")
print("checks complete")
```

Printed output:

```
Beryllium atom, exchange only; energies in hartree, lengths in bohr
nuclear charge 4, mesh radius 25 bohr, 59 interior mesh points
Integrals with self-consistent KLI orbitals:
  <1s|v_S|1s> = -2.266880 hartree
  <1s|K|1s>   = -2.295185 hartree
  <2s|v_S|2s> = -0.400310 hartree
  <2s|K|2s>   = -0.372004 hartree
  M_11 = 0.949633, M_12 = 0.050367, M_22 = 0.949633 (no unit)
KLI constant w_1s = 0.561991 hartree = 15.2926 eV
2s constant recomputed from its definition = 4.2e-16 hartree (magnitude)
omitted element <1s|v_x-K|2s> = 0.017102 hartree (sign depends on orbital phases)
CEDA constants, same orbitals: 11: 0.620836, 12: 0.023198 hartree
r (bohr) | v_S (hartree) | 1s share of n | step (hartree) | v_x KLI
   0.1105   -3.43420   0.964850   0.542237   -2.89196
   0.4776   -1.91962   0.992935   0.558021   -1.36160
   1.0492   -0.66837   0.467797   0.262898   -0.40547
   1.5646   -0.42831   0.024540   0.013791   -0.41452
   2.0897   -0.38369   0.001289   0.000725   -0.38297
   4.0893   -0.24001   0.000000   0.000000   -0.24001
   8.2508   -0.12119   0.000000   0.000000   -0.12119
r*v_x at r = 12.485 bohr: -1.000000 hartree bohr
Orbital energies (hartree):
  Hartree-Fock  1s -4.73267   2s -0.30927
  Slater        1s -4.62432   2s -0.32643
  KLI           1s -4.16684   2s -0.30885
  CEDA          1s -4.11482   2s -0.30910
gap from 2s to lowest virtual s level on the mesh: 0.22 hartree
gap from 1s to the same level: 4.07 hartree
Total energies (hartree) and excess over Hartree-Fock (millihartree):
  Hartree-Fock  -14.573023   0.000
  OEP bound     -14.572384   0.639
  CEDA          -14.572292   0.732
  KLI           -14.572282   0.741
  Slater        -14.561410   11.613
KLI minus OEP bound: 0.1021 millihartree = 2.777 meV
energy slope along exp(-r) at the Slater potential: formula -0.0497417, differences -0.0497417 (no unit)
rms change of v_x on rotating orbitals by 0.3 rad: KLI 0.22030, CEDA 9.6e-15 hartree
checks complete
```
